# Surface Scattering and the Resistivity of Thick Metallic Films: a numerical check

```python
"""
Large-thickness resistivity of a film with partly specular surfaces:
    rho/rho0 = 1 + (3/8)*(mean_free_path/thickness)*(1-p) + second order.
rho0 is bulk resistivity, p is surface specularity, and
kappa = thickness/mean_free_path. mu is |velocity normal to film|/speed.
The kinetic equation is solved on a grid and electron paths are simulated,
both independently of the closed-form angular integral.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, trapezoid


def integral_conductivity(kappa, p):
    """Film/bulk conductivity from the derived angular integral."""
    def integrand(mu):
        survival = np.exp(-kappa / mu)
        return mu * (1 - mu**2) * (1 - survival) / (1 - p * survival)
    value = quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-11)[0]
    return 1 - 1.5 * (1 - p) * value / kappa


def kinetic_conductivity(kappa, p_lower, p_upper, cells=2000):
    """Solve the boundary-value kinetic equation by finite differences.

    Lengths are in mean free paths. The grid is finer near the surfaces.
    Returns the mean conductivity and its value at the lower surface,
    both divided by the bulk value.
    """
    z = kappa * (1 - np.cos(np.linspace(0, np.pi, cells + 1))) / 2
    nodes, weights = np.polynomial.legendre.leggauss(40)
    mu, weights = (nodes + 1) / 2, weights / 2
    half_step = np.diff(z)[:, None] / (2 * mu)
    keep = (1 - half_step) / (1 + half_step)
    gain = 2 * half_step / (1 + half_step)

    def march(start):
        result = np.empty((cells + 1, len(mu)))
        result[0] = start
        for i in range(cells):
            result[i + 1] = keep[i] * result[i] + gain[i]
        return result

    offset = march(0.0)[-1]
    transfer = march(1.0)[-1] - offset
    start_up = (p_lower * offset * (1 + p_upper * transfer)
                / (1 - p_lower * p_upper * transfer**2))
    start_down = p_upper * (transfer * start_up + offset)
    upward = march(start_up)
    downward = march(start_down)[::-1]
    profile = 0.75 * ((upward + downward) @ (weights * (1 - mu**2)))
    return trapezoid(profile, z) / kappa, profile[0]


def simulated_loss(kappa, p, electrons=1000000):
    """Conductivity loss from velocity-displacement correlation.

    Each electron is followed to its first bulk collision. Diffuse wall
    emission follows the cosine law, and the path then continues.
    The same path without walls is subtracted to reduce noise.
    """
    rng = np.random.default_rng(12345)
    z = rng.uniform(0, kappa, electrons)
    uz = rng.uniform(-1, 1, electrons)
    phi = rng.uniform(0, 2 * np.pi, electrons)
    ux = np.sqrt(1 - uz**2) * np.cos(phi)
    initial_ux = ux.copy()
    free_path = rng.exponential(1, electrons)
    remaining = free_path.copy()
    displacement = np.zeros(electrons)
    active = np.arange(electrons)
    while active.size:
        direction = uz[active]
        distance = np.where(direction > 0, kappa - z[active], z[active])
        distance = distance / np.abs(direction)
        step = np.minimum(distance, remaining[active])
        displacement[active] += ux[active] * step
        hits = distance < remaining[active]
        remaining[active] -= step
        active = active[hits]
        at_upper = uz[active] > 0
        z[active] = np.where(at_upper, kappa, 0.0)
        uz[active] *= -1
        diffuse = rng.random(active.size) >= p
        changed = active[diffuse]
        normal = np.sqrt(1 - rng.random(changed.size))
        uz[changed] = np.where(at_upper[diffuse], -normal, normal)
        angle = rng.uniform(0, 2 * np.pi, changed.size)
        ux[changed] = np.sqrt(1 - normal**2) * np.cos(angle)
    sample = 3 * initial_ux * (initial_ux * free_path - displacement)
    return sample.mean(), sample.std(ddof=1) / np.sqrt(electrons)


# Model parameters in SI units.
density = 5e28
mean_free_path = 10e-9
specularity = 0.5
fermi_k = (3 * np.pi**2 * density)**(1 / 3)
sigma0 = density * const.e**2 * mean_free_path / (const.hbar * fermi_k)
rho0 = 1 / sigma0

# Bulk conductivity from an explicit integral over the Fermi sphere.
angular = dblquad(lambda phi, theta: np.sin(theta)**3 * np.cos(phi)**2,
                  0, np.pi, 0, 2 * np.pi)[0]
sigma_surface = (const.e**2 * fermi_k**2 * mean_free_path * angular
                 / (4 * np.pi**3 * const.hbar))
assert abs(sigma_surface / sigma0 - 1) < 1e-9

# Kinetic solution against the angular integral, including thin films.
largest_difference = 0.0
for kappa in (1.0, 2.0, 5.0):
    for p in (0.0, 0.5, 0.9):
        numerical = kinetic_conductivity(kappa, p, p)[0]
        difference = abs(numerical - integral_conductivity(kappa, p))
        largest_difference = max(largest_difference, difference)
assert largest_difference < 3e-6

# Leading resistivity law and the coefficient of its next term.
leading_results = []
for p in (0.0, 0.5):
    kappa = 40.0
    coefficient = 3 * (1 - p) / 8
    excess = 1 / kinetic_conductivity(kappa, p, p)[0] - 1
    measured = kappa * excess
    second = kappa**2 * (excess - coefficient / kappa)
    # Higher inverse powers change each coefficient by about 1 percent.
    assert abs(measured / coefficient - 1) < 0.012
    assert abs(second / coefficient**2 - 1) < 0.02
    leading_results.append((p, measured, coefficient, second))

# The conductivity remainder is positive and exponentially bounded.
for kappa in (2.0, 5.0, 8.0):
    for p in (0.0, 0.5, 0.9):
        remainder = (integral_conductivity(kappa, p)
                     - 1 + 3 * (1 - p) / (8 * kappa))
        bound = (3 * (1 - p)**2 * np.exp(-kappa)
                 / (8 * kappa * (1 - p * np.exp(-kappa))))
        assert 0 < remainder < bound

# Surface current and additive losses at unequal surfaces.
surface_ratio = kinetic_conductivity(10.0, specularity, specularity)[1]
assert abs(surface_ratio - (1 + specularity) / 2) < 1e-4
unequal = kinetic_conductivity(10.0, 0.2, 0.6)[0]
unequal_loss = 1 - unequal
unequal_prediction = 3 * (1 - (0.2 + 0.6) / 2) / (8 * 10)
assert abs(unequal_loss - unequal_prediction) < 2e-6

# Explicit diffuse emission against the kinetic boundary condition.
path_loss, path_error = simulated_loss(2.0, specularity)
integral_loss = 1 - integral_conductivity(2.0, specularity)
assert path_error < 0.002
assert abs(path_loss - integral_loss) < 4 * path_error

print(f"Electron density: {density:.2e} m^-3")
print(f"Mean free path: {mean_free_path * 1e9:.1f} nm")
print(f"Surface specularity: {specularity:.2f} (dimensionless)")
print(f"Fermi wave number: {fermi_k:.4e} m^-1")
print(f"Bulk conductivity: {sigma0:.4e} S/m")
print(f"Bulk resistivity: {rho0 * 1e8:.4f} microohm cm")
lost_thickness = 3 * mean_free_path * (1 - specularity) / 8
print(f"Equivalent lost thickness: {lost_thickness * 1e9:.4f} nm")
print("Film results: resistivities in microohm cm")
for thickness_nm in (20, 50, 100, 200):
    kappa = thickness_nm * 1e-9 / mean_free_path
    correction = 3 * (1 - specularity) / (8 * kappa)
    full = rho0 / integral_conductivity(kappa, specularity)
    linear = rho0 * (1 + correction)
    shortfall = 100 * (1 - linear / full)
    print(f"Thickness: {thickness_nm} nm; d/lambda: {kappa:.1f}")
    print(f"  linear relative correction: {100 * correction:.4f} %")
    print(f"  full: {full * 1e8:.4f}; linear: {linear * 1e8:.4f}")
    print(f"  linear-law shortfall: {shortfall:.4f} %")
print("Kinetic-grid coefficients at d/lambda = 40 (dimensionless)")
for p, measured, coefficient, second in leading_results:
    print(f"  p={p:.1f}: scaled excess {measured:.5f}, "
          f"limit {coefficient:.5f}")
    print(f"    scaled second-order part {second:.5f}, "
          f"limit {coefficient**2:.5f}")
print(f"Largest grid-integral difference: {largest_difference:.2e}")
print(f"Surface/bulk current, d/lambda=10: {surface_ratio:.5f}")
print("Unequal surfaces: p1=0.2, p2=0.6, d/lambda=10")
print(f"  fractional conductivity loss, grid: {unequal_loss:.6f}")
print(f"  fractional loss, mean-p rule: {unequal_prediction:.6f}")
print("Path simulation at d/lambda=2 and p=0.5 (dimensionless)")
print(f"  conductivity loss: {path_loss:.5f} +/- {path_error:.5f}")
print(f"  loss from angular integral: {integral_loss:.5f}")
print("PASS")
```

Printed output:

```
Electron density: 5.00e+28 m^-3
Mean free path: 10.0 nm
Surface specularity: 0.50 (dimensionless)
Fermi wave number: 1.1397e+10 m^-1
Bulk conductivity: 1.0679e+07 S/m
Bulk resistivity: 9.3645 microohm cm
Equivalent lost thickness: 1.8750 nm
Film results: resistivities in microohm cm
Thickness: 20 nm; d/lambda: 2.0
  linear relative correction: 9.3750 %
  full: 10.3137; linear: 10.2424
  linear-law shortfall: 0.6917 %
Thickness: 50 nm; d/lambda: 5.0
  linear relative correction: 3.7500 %
  full: 9.7292; linear: 9.7156
  linear-law shortfall: 0.1393 %
Thickness: 100 nm; d/lambda: 10.0
  linear relative correction: 1.8750 %
  full: 9.5434; linear: 9.5400
  linear-law shortfall: 0.0352 %
Thickness: 200 nm; d/lambda: 20.0
  linear relative correction: 0.9375 %
  full: 9.4531; linear: 9.4522
  linear-law shortfall: 0.0088 %
Kinetic-grid coefficients at d/lambda = 40 (dimensionless)
  p=0.0: scaled excess 0.37855, limit 0.37500
    scaled second-order part 0.14196, limit 0.14062
  p=0.5: scaled excess 0.18838, limit 0.18750
    scaled second-order part 0.03532, limit 0.03516
Largest grid-integral difference: 1.13e-08
Surface/bulk current, d/lambda=10: 0.75000
Unequal surfaces: p1=0.2, p2=0.6, d/lambda=10
  fractional conductivity loss, grid: 0.022500
  fractional loss, mean-p rule: 0.022500
Path simulation at d/lambda=2 and p=0.5 (dimensionless)
  conductivity loss: 0.09277 +/- 0.00064
  loss from angular integral: 0.09204
PASS
```
